# Unequal electrode screening and built-in potential in a ferroelectric capacitor

**Question.** A ferroelectric film lies between two different metals. One metal screens the polarization charge well, the other poorly. The structure has no mirror symmetry, so the two polarization directions look inequivalent. Does the difference in screening make one direction lower in energy? If not, why does a difference in built-in potential do so?

## What happens when the polarization reverses

Let the film occupy \(0<z<d\), with electrode 1 on the left and electrode 2 on the right, joined by a wire. Suppose first that both electrodes screen linearly and that there is no built-in potential. For polarization \(P>0\), pointing towards electrode 2, the film carries bound charge \(-P\) per area on its left face and \(+P\) on its right face. Electrode 1 answers with a positive charge \(+D\) and electrode 2 with \(-D\). When \(P\) reverses, both electrode charges change sign and keep their magnitude.

The poorer electrode therefore cannot be relieved of its task by switching. It holds a charge of magnitude \(|D|\) in either state. Because its response is linear, the energy of holding that charge is proportional to \(D^2\), which is the same for both signs. For screening alone to create a preference, an electrode would have to find one sign of charge cheaper than the other, and a linear electrode does not.

More generally, the equations of linear screening keep their form when polarization, charge and potential all change sign together. This symmetry does not require the two electrodes to be alike. It survives when mirror symmetry is lost, and it links the two polarization states.

A built-in potential breaks it. It comes from the different energies of electrons in the two uncharged contacts, which are fixed by the materials and do not change sign when \(P\) does. One polarization state moves electrons to the contact where their energy is lower, and the other moves them back.

## The energy of a linear electrode

Let electrode \(i\) have screening length \(l_i\) and relative permittivity \(\varepsilon_i\), and let \(\varphi\) be the potential measured from its neutral interior. Linear screening means a charge density \(\rho=-\varepsilon_0\varepsilon_i\varphi/l_i^2\), so Poisson's equation becomes \(\varphi''=\varphi/l_i^2\). The potential and the displacement then decay as \(e^{-s/l_i}\) with distance \(s\) from the interface. The potential drop across the electrode, taken along \(+z\), is

\[
\int_0^\infty \frac{D\,e^{-s/l_i}}{\varepsilon_0\varepsilon_i}\,ds=\frac{D\lambda_i}{\varepsilon_0},\qquad \lambda_i=\frac{l_i}{\varepsilon_i}.
\]

The field energy per area is

\[
\int_0^\infty \frac{D^2e^{-2s/l_i}}{2\varepsilon_0\varepsilon_i}\,ds=\frac{D^2\lambda_i}{4\varepsilon_0}.
\]

There is a second part, because changing the electron density costs energy. Its density is \(-\tfrac12\rho\varphi=\varepsilon_0\varepsilon_i\varphi^2/(2l_i^2)\). Since \(|\varphi|=l_i|E|\) at each point, this equals the field energy density \(\varepsilon_0\varepsilon_iE^2/2\). The two parts are equal, and the total is

\[
W_i=\frac{D^2\lambda_i}{2\varepsilon_0}.
\]

This is even in \(D\) for each electrode separately. No cancellation between the electrodes is needed.

## Where the built-in potential enters

Let \(B_i\) be the energy from the Fermi level up to the film's conduction-band edge at contact \(i\) when that electrode is uncharged. Define

\[
V_{\rm bi}=\frac{B_2-B_1}{e},
\]

with \(e>0\) the elementary charge. Let \(V\) be the applied voltage, positive when electrode 1 is the positive terminal, so that its Fermi level lies \(eV\) below that of electrode 2.

Charging the electrodes moves the band edge at contact 1 up by \(eD\lambda_1/\varepsilon_0\) and at contact 2 down by \(eD\lambda_2/\varepsilon_0\). The rise of the band edge across the film, divided by \(e\), is the potential drop \(Ed\):

\[
Ed=V+V_{\rm bi}-\frac{D\lambda}{\varepsilon_0},\qquad \lambda=\lambda_1+\lambda_2 .
\]

Write \(\Phi=V+V_{\rm bi}\). For a uniform film with background permittivity \(\varepsilon_b\) and no free charge, \(D=\varepsilon_0\varepsilon_bE+P\). Inserting this and collecting \(E\) gives

\[
E=\frac{\Phi-P\lambda/\varepsilon_0}{L},\qquad D=\frac{Pd+\varepsilon_0\varepsilon_b\Phi}{L},\qquad L=d+\varepsilon_b\lambda .
\]

At \(\Phi=0\) the field opposes \(P\): this is the depolarizing field. It contains the sum of \(\lambda_1\) and \(\lambda_2\), not their difference.

## The energy of the two states

Let \(f(P)\) be the film's own energy density, even in \(P\). The energy per area at fixed voltage is

\[
G=d\,f(P)+\frac{(D-P)^2d}{2\varepsilon_0\varepsilon_b}+\frac{D^2\lambda}{2\varepsilon_0}-D\Phi .
\]

The second term is the field energy in the film, written with \(E=(D-P)/(\varepsilon_0\varepsilon_b)\). The last term has two sources. Charging electrode 1 to \(+D\) moves \(D/e\) electrons per area from electrode 1 to electrode 2. The voltage source does work \(DV\), and each electron gains \(B_2-B_1=eV_{\rm bi}\) by sitting deeper below the film's band edge, which lowers the energy by \(DV_{\rm bi}\).

Setting \(\partial G/\partial D=0\) at fixed \(P\) returns the potential balance, so \(G\) is stationary in \(D\). The change of \(D\) with \(P\) then does not contribute to the slope of \(G\), and

\[
\frac{dG}{dP}=\left.\frac{\partial G}{\partial P}\right|_D=d\,f'(P)-Ed .
\]

Inserting \(E\) and integrating over \(P\),

\[
G(P)=d\,f(P)+\frac{\lambda d}{2\varepsilon_0L}P^2-\frac{d}{L}P\,\Phi-\frac{\varepsilon_0\varepsilon_b\Phi^2}{2L}.
\]

The constant is the value at \(P=0\), where the two quadratic terms amount to \(+\tfrac12D\Phi\), leaving \(-\tfrac12D\Phi\) with \(D=\varepsilon_0\varepsilon_b\Phi/L\).

Screening enters through an even term, whatever the two lengths are. At \(V=0\) the odd part gives

\[
G(P)-G(-P)=-\frac{2PV_{\rm bi}\,d}{d+\varepsilon_b\lambda}.
\]

For \(V_{\rm bi}>0\) the favoured polarization points towards electrode 2, the contact with the larger uncharged barrier.

Two limits show the separate roles. If electrode 2 is perfect, \(\lambda_2=0\), the screening is as unequal as it can be, and \(G\) is still even when \(V_{\rm bi}=0\). If both electrodes are perfect, the depolarizing field vanishes but the preference reaches its full value \(-2PV_{\rm bi}\). Imperfect screening reduces this energy difference at a given \(P\); it does not create it.

The result does not depend on \(P\) being uniform through the thickness. For a profile \(P(z)\) with mean \(\bar P\), the potential balance gives \(D=(\bar Pd+\varepsilon_0\varepsilon_b\Phi)/L\). Because \(G\) is stationary in \(D\), \(dG/d\Phi=-D\) at fixed profile. Integrating from \(\Phi=0\) yields the odd term \(-\bar P\Phi d/L\), while the energy at \(\Phi=0\) is unchanged by reversing the whole profile, provided the film's own energy, including any surface terms, is even in \(P(z)\).

## What unequal screening does change

Averaged over the film, the electron barrier is the mean of its two end values:

\[
\bar B=\frac{B_1+B_2}{2}+\frac{eD(\lambda_1-\lambda_2)}{2\varepsilon_0}.
\]

At \(V=V_{\rm bi}=0\), reversal changes it by \(eD(\lambda_1-\lambda_2)/\varepsilon_0\). Electrons crossing the film can thus distinguish two states of equal energy. An asymmetric band diagram is not evidence of a preferred polarization.

It can become one if the film holds fixed charge. Take a sheet of charge \(\sigma\) per area in the middle of the film, with \(\Phi=0\). The potential there due to \(P\), measured from the electrode interiors, is \(-\bar D(\lambda_1-\lambda_2)/(2\varepsilon_0)\), with \(\bar D=Pd/L\). The interaction energy is \(\sigma\) times this, which is odd in \(P\). Comparing it with \(-PV_{\rm bi}d/L\), the sheet acts like a built-in potential \(\sigma(\lambda_1-\lambda_2)/(2\varepsilon_0)\). Here unequal lengths matter, but the fixed charge supplies the source that does not reverse.

## The hysteresis loop

Take \(f=-\tfrac12aP^2+\tfrac14bP^4\) with \(a,b>0\). The condition \(f'(P)=E\) becomes

\[
bP^3-a'P=\frac{V+V_{\rm bi}}{L},\qquad a'=a-\frac{\lambda}{\varepsilon_0L}.
\]

Two stable states at \(\Phi=0\) require \(a'>0\). With the parameters used below, a uniform film thinner than about 2 nm loses them. The left side has its turning points where \(3bP^2=a'\). At \(P=-\sqrt{a'/3b}\) its value is

\[
\sqrt{\frac{a'}{3b}}\left(a'-\frac{a'}{3}\right)=\frac{2}{3\sqrt3}\frac{a'^{3/2}}{b^{1/2}} .
\]

The uniform film therefore switches at

\[
V=-V_{\rm bi}\pm V_c,\qquad V_c=\frac{2L}{3\sqrt3}\frac{a'^{3/2}}{b^{1/2}} .
\]

The electrodes affect the width of the loop only through the sum \(\lambda=\lambda_1+\lambda_2\). In this model the centre of the loop is at \(-V_{\rm bi}\) for any pair of screening lengths. If \(|V_{\rm bi}|>V_c\), one state is no longer stable at zero applied voltage.

## Numbers for a 10 nm film

The film parameters are rough values for barium titanate under strong in-plane compression, about 2%. They reproduce its polarization and well depth roughly, but published room-temperature Landau expansions at this strain have a coefficient \(a\) two to three times smaller, together with sixth- or higher-order terms. With the same electrodes those expansions give a switching voltage of about 0.4 to 0.7 V and make the unpolarized uniform state stable below about 5 to 6 nm, so the loop width and critical thickness quoted here belong to the model, not to the material. The film lies between a model conducting oxide (electrode 1) and a model noble metal (electrode 2): \(d=10\) nm, \(\varepsilon_b=10\), \(a=1.5\times10^9\) V m/C and \(b=1.667\times10^{10}\) V m⁵/C³. The screening lengths are 0.10 and 0.05 nm, and both electrodes have relative permittivity 5. In Thomas–Fermi theory with a Fermi energy of 3 eV, the value used later, electrode 2 would have nearly four times the electron density of silver or gold, so it represents an idealized good screener, not a particular metal. The lengths and permittivities give

\[
\lambda_1=0.020\ \text{nm},\quad \lambda_2=0.010\ \text{nm},\quad L=10+10(0.030)=10.30\ \text{nm}.
\]

The depolarizing term reduces \(a\) to \(a'=1.171\times10^9\) V m/C. The remanent polarization without bias is \(P_r=\sqrt{a'/b}=26.5\) μC/cm², and the electrode charge is \(26.5\times10/10.30=25.7\) μC/cm².

**Without built-in potential.** A numerical solution of the screened Poisson equation gives 74.8 mJ/m² stored in electrode 1 and 37.4 mJ/m² in electrode 2, for both signs of \(P\). The factor of two between the electrodes is large, but it is the same factor in both states. Both wells lie at \(-205.7\) mJ/m². The mean barrier nevertheless changes by 0.29 eV on reversal. The loop switches at \(\pm1.23\) V.

**With \(V_{\rm bi}=0.30\) V.** The uncharged barriers are now 1.00 and 1.30 eV, with the screening lengths held fixed. At \(P=\pm P_r\),

\[
G(P_r)-G(-P_r)=-2(0.265\ \text{C/m}^2)(0.30\ \text{V})\frac{10}{10.30}=-154\ \text{mJ/m}^2 .
\]

The polarizations also relax, to \(+27.7\) and \(-25.2\) μC/cm², and the wells lie at \(-285.0\) and \(-130.8\) mJ/m². Their difference is still \(-154\) mJ/m², because to second order in the bias both wells gain the same relaxation energy. The loop switches at \(-1.53\) and \(+0.93\) V, so its centre is at \(-0.30\) V.

## When screening is not linear

A real metal does not find both signs of charge equally cheap. In the Thomas–Fermi model with Fermi energy \(eU\), the electron density is \(n_0(1+\varphi/U)^{3/2}\). Multiplying Poisson's equation by \(\varphi'\) and integrating from the interior gives, at the surface,

\[
\frac{D^2}{2\varepsilon_0\varepsilon_i}=en_0\!\int_0^\varphi\!\left[\left(1+\frac{x}{U}\right)^{3/2}-1\right]dx\simeq\frac{3en_0}{4U}\varphi^2\left(1+\frac{\varphi}{6U}\right).
\]

The linear limit identifies \(3en_0/(2U)=\varepsilon_0\varepsilon_i/l_i^2\). Taking the root and inverting, \(\varphi\simeq s-s^2/(12U)\), where \(s\) is the linear surface potential: \(s=-D\lambda_1/\varepsilon_0\) at electrode 1 and \(s=+D\lambda_2/\varepsilon_0\) at electrode 2. The charging energies are \(W_1=-\int\varphi_1\,dD\) and \(W_2=\int\varphi_2\,dD\). Their cubic parts sum to

\[
\frac{D^3}{36\varepsilon_0^2}\left(\frac{\lambda_1^2}{U_1}-\frac{\lambda_2^2}{U_2}\right).
\]

Since \(G\) is stationary in \(D\), the leading correction may be evaluated at the linear \(D\), and \(G(P)-G(-P)\) is twice this expression. Unequal nonlinear electrodes generally favour one direction, although their contributions can cancel for special parameters. The favoured direction is, here, the one that avoids depleting electrode 1 of electrons. Identical electrodes cancel.

With Fermi energies of 1 and 3 eV, the cubic law gives 4.4 mJ/m² and the full Thomas–Fermi calculation 4.6 mJ/m². The second Fermi energy is low for a noble metal, but in the cubic law the term of electrode 2 is less than a tenth of that of electrode 1. The full energy difference of 4.6 mJ/m² corresponds to an opposing built-in potential of about 9 mV, or 3% of the 0.30 V assumed. Thomas–Fermi theory is itself rough at lengths below an atomic spacing, so this is an estimate of size.

## Beside a real capacitor

Unlike electrodes usually differ in barrier as well as in screening, so a shifted loop in such a device does not show that screening caused the shift. Trapped charge, defect dipoles and strain gradients can shift it too. So can chemical bonding at two unlike interfaces, which may add a surface energy odd in \(P\); such a term is excluded from the model above and is not covered by the Thomas–Fermi estimate. For the present lengths, fixed charge of 1 μC/cm² at mid-film would add about 6 mV; charge elsewhere acts differently.

The assumption that fails most visibly is uniform switching. Real films usually reverse by nucleation and wall motion, often at fields several times below the intrinsic value, so 1.23 V is an upper scale for the half-width. Domains also compete with the uniform state. With a rough wall energy of 10 mJ/m² and an in-plane permittivity of 100, stripes of fixed \(|P|=P_r\) cost 101 mJ/m², against 116 mJ/m² of depolarization energy for the single domain. Without bias, the stripes are therefore lower in this estimate, and they favour neither direction. The built-in potential lowers the favoured single domain by 77 mJ/m², which reverses the order.

Breakdown does not upset the picture for these numbers, but leakage can. The largest film field in a 2 V loop is 1.7 MV/cm, below a rough breakdown field of 4 MV/cm. At zero applied voltage, direct tunnelling through 10 nm is negligible, with an estimated transmission below \(10^{-40}\) in both biased states if the electrons have the free-electron mass. At 300 K, the well difference equals \(k_BT\) for an area of 0.03 nm², less than one unit-cell face. For a uniform domain many unit cells across, the preference is therefore far larger than the thermal energy. Thermal injection is not included. In the unfavoured state at zero applied voltage, the barrier is 0.45 eV at electrode 1 but rises to 1.57 eV at electrode 2, and an electron crossing by thermal emission alone must surmount the larger value. Tunnelling through the top of this sloping barrier would lower the energy needed. At \(-2\) V the highest point lies at electrode 1 and is only about 0.27 eV with linear screening. Ideal thermionic emission over it would be of order 300 A/cm² at 300 K. This figure is very uncertain: nonlinear screening would reduce it several-fold, while the image force could raise it more than tenfold. Tunnelling through the triangular barrier adds little for the free-electron mass, but would exceed this current for a mass near 0.3 of it. The calculated loop is therefore that of an ideally insulating film; in a measurement, leakage could mask part of it. The remaining intermediate values are in the numerical output below.

## Computed results

```
INPUTS (rough typical values)
film thickness d: 10.0 nm
background permittivity: 10
unscreened polarization P0: 30.0 uC/cm2
Landau a: 1.500e+09 V m/C
Landau b: 1.667e+10 V m5/C3
electrode 1: l=0.10 nm, e=5, EF=1.0 eV, n=1.8e+22 cm-3
electrode 2: l=0.05 nm, e=5, EF=3.0 eV, n=2.2e+23 cm-3
uncharged barriers B1, B2: 1.00, 1.30 eV
built-in potential Vbi: 0.30 V
NO BUILT-IN POTENTIAL
lambda1, lambda2, sum: 0.020, 0.010, 0.030 nm
d + eps_b lambda: 10.30 nm
reduced Landau a': 1.171e+09 V m/C
remanent polarization Pr: 26.51 uC/cm2
electrode charge D: 25.74 uC/cm2
film field at +Pr: -0.872 MV/cm
drops in electrodes 1, 2: 0.581, 0.291 V
stored in electrodes 1, 2 at +Pr: 74.80, 37.40 mJ/m2
stored in electrodes 1, 2 at -Pr: 74.80, 37.40 mJ/m2
G(+Pr), G(-Pr): -205.70, -205.70 mJ/m2
mean barrier, +Pr minus -Pr: 0.291 eV
loop switches at: -1.232, 1.232 V
formula Vc: 1.231 V
WITH BUILT-IN POTENTIAL
bias field Vbi/(d + eps_b lambda): 0.291 MV/cm
well polarizations: 27.67, -25.16 uC/cm2
well energies (+, -): -285.03, -130.79 mJ/m2
well difference (+ minus -): -154.24 mJ/m2
formula -2 Pr Vbi d/(d+eps_b lambda): -154.41 mJ/m2
loop switches at: -1.532, 0.932 V
loop centre: -0.300 V
barriers 1, 2 in + well: 1.613, 0.994 eV
barriers 1, 2 in - well: 0.454, 1.573 eV
NEGLECTED EFFECTS
nonlinear screening G(+Pr)-G(-Pr): 4.59 mJ/m2
its leading cubic law: 4.43 mJ/m2
equivalent opposing voltage: 8.9 mV
single-domain depolarization energy: 115.6 mJ/m2
best stripes: 101.1 mJ/m2 at width 4.2 nm
bias gain of single domain Pr Vbi d/L: 77.2 mJ/m2
rough wall energy, in-plane permittivity: 10 mJ/m2, 100
largest film field in biased 2 V loop: 1.73 MV/cm
rough breakdown field: 4.0 MV/cm
log10 tunnelling (+, -), free mass: -51, -44
area where well difference = kT at 300 K: 0.0269 nm2
```
